# Outward integration with separable projectors, including singular linear systems

When a separable pseudopotential is scanned for its logarithmic derivative, each energy requires a small linear system to be solved. At some energies this system is singular, and the code must then report a level, skip the energy or carry on. It should carry on with a null vector in place of a linear solve. The singularity either reflects a normalization that has become impossible or signals a state confined inside the core radius, and in both cases the exterior logarithmic derivative is unique.

## Equation and reduction

Atomic units are used: energies in hartree, lengths in bohr. For angular momentum $l$, let

$$\hat h=-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V(r),$$

$$(\hat h-E)u+\sum_{i,j=1}^{n}p_iD_{ij}\langle p_j|u\rangle=0,\qquad \langle f|g\rangle=\int_0^\infty fg\,dr. \tag{1}$$

Everything is real, $D$ is symmetric, and the projectors vanish for $r\ge r_c$. Near the origin $V=V_0+O(r^2)$ and $p_i=r^{l+1}[q_i+O(r^2)]$, where $q_i$ may be zero. A regular solution is one that vanishes as $r^{l+1}$ or faster.

Define regular functions by

$$(\hat h-E)u_0=0,\qquad(\hat h-E)w_i=-p_i,$$

with $u_0\simeq r^{l+1}$ and no $r^{l+1}$ term in $w_i$. If $u$ solves (1), set $g_i=\sum_jD_{ij}\langle p_j|u\rangle$. Then $(\hat h-E)u=-\sum_ip_ig_i$, so $u-\sum_ig_iw_i$ is a regular homogeneous solution, hence a multiple of $u_0$:

$$u=a\,u_0+\sum_i g_iw_i. \tag{2}$$

With $b_j=\langle p_j|u_0\rangle$ and $W_{ji}=\langle p_j|w_i\rangle$, projecting (2) gives $\langle p|u\rangle=ab+Wg$. Multiplication by $D$ gives $g=D(ab+Wg)$, or

$$Ag=aDb,\qquad A=1-DW. \tag{3}$$

Equivalently, $(a,g)$ lies in the kernel of the $n\times(n+1)$ matrix

$$M=[\,-Db\;|\;A\,].$$

Conversely, a kernel vector inserted in (2) satisfies $g=D\langle p|u\rangle$, so $u$ solves (1). If that $u$ is zero, then $g=D\langle p|u\rangle=0$ and therefore $a=0$. Kernel vectors and regular solutions thus correspond one to one. Since $M$ has more columns than rows, a solution exists at every energy.

## Integration

Insert $u_0=r^{l+1}(1+\alpha r^2)$ into its equation. The kinetic and centrifugal terms acting on $\alpha r^{l+3}$ give

$$-\tfrac12[(l+3)(l+2)-l(l+1)]\alpha r^{l+1}=-(2l+3)\alpha r^{l+1}.$$

This must cancel $(V_0-E)r^{l+1}$. For $w_i=\beta_ir^{l+3}$ the same factor must equal $-q_i$. Hence

$$\alpha=\frac{V_0-E}{2l+3},\qquad \beta_i=\frac{q_i}{2l+3}. \tag{4}$$

These series supply the first two nonzero grid points, so the centrifugal term is never evaluated at $r=0$.

All $n+1$ functions obey $y''=Qy+s$, with $Q=l(l+1)/r^2+2(V-E)$. The source is $s=0$ for $u_0$ and $s=2p_i$ for $w_i$. For grid step $\Delta$, Taylor expansion gives

$$y_{k+1}-2y_k+y_{k-1}=\Delta^2y_k''+\frac{\Delta^4}{12}y_k''''+O(\Delta^6).$$

Replacing $y_k''''$ by $(y''_{k+1}-2y''_k+y''_{k-1})/\Delta^2$ changes the right side only at $O(\Delta^6)$. Substituting $y''=Qy+s$ and writing $t_k=\Delta^2Q_k/12$ gives the Numerov recursion

$$(1-t_{k+1})y_{k+1}=(2+10t_k)y_k-(1-t_{k-1})y_{k-1}+\frac{\Delta^2}{12}(s_{k+1}+10s_k+s_{k-1}).$$

The slope at $r_c=r_m$ follows from the central difference, which equals $y'+\Delta^2y'''/6+O(\Delta^4)$. Using $y'''=(y''_{m+1}-y''_{m-1})/(2\Delta)+O(\Delta^2)$,

$$y'_m=\frac{y_{m+1}-y_{m-1}}{2\Delta}-\frac{\Delta}{12}(y''_{m+1}-y''_{m-1})+O(\Delta^4).$$

These orders assume sufficiently smooth functions. A projector that ends abruptly at $r_c$ lowers them. They are also local orders. For $l\ge3$ and $q_i\ne0$ the sixth derivative of $r^{l+3}$ does not vanish, and the error made near the origin adds an $O(\Delta^2)$ multiple of $u_0$ to $w_i$. With the potential and $D$ of the next section and projectors $r^{l+1}(1-r^2/r_c^2)^3$ and $r^{l+3}(1-r^2/r_c^2)^3$ at $E=-1$ hartree, halving $\Delta$ from 0.02 to 0.01 bohr shows order about 1.9 for $W$ and $\det A$ at $l=3$ and $4$, while $u'/u$ keeps order about 3.9. Such an admixture acts as a change of starting convention, discussed below.

```
for each energy E:
    start u0 and w_i from the series (4)
    integrate them outward past rc with Numerov
    b_j, W_ji = Simpson integrals over [0, rc]
    M = [-D b | 1 - D W]
    K = rows spanning the kernel of M   (from an SVD)
    X = K [value, slope at rc]          (one row per kernel vector)
    if K has one row: (u, u') = X
    else: (u, u') = leading right singular vector of X
          left singular vectors with zero data = confined states
```

For $N$ grid points up to $r_c$, one energy costs $O((n+1)N)$ for integration, $O(n(n+1)N)$ for overlaps and $O(n^3)$ for linear algebra. No iteration on the nonlocal term is needed.

## An ordinary energy

Take $l=0$, $r_c=2$ bohr and the round-parameter model $V=-3\,\mathrm{erf}(r/0.8)/r$. The projectors are proportional to $r(1-r^2/r_c^2)^3$ and $r^3(1-r^2/r_c^2)^3$, each with unit norm, and

$$D=\begin{pmatrix}2.5&0.3\\0.3&-0.8\end{pmatrix}\ \text{hartree}.$$

At $E=-1$ hartree, with $\Delta=0.005$ bohr, integration gives

$$b=\begin{pmatrix}0.335344\\0.222926\end{pmatrix},\qquad
W=\begin{pmatrix}0.410864&0.184041\\0.632776&0.351019\end{pmatrix},$$

in bohr$^{3/2}$ and hartree$^{-1}$. For example, $A_{11}=1-(2.5\times0.410864+0.3\times0.632776)=-0.21699$. In full,

$$A=\begin{pmatrix}-0.21699&-0.56541\\0.38296&1.22560\end{pmatrix},\qquad
Db=\begin{pmatrix}0.90524\\-0.07774\end{pmatrix}.$$

The determinant is $-0.0494$. Solving (3) with $a=1$ gives $g=(-21.56,\,6.67)$ hartree bohr$^{3/2}$, and (2) then gives $u'/u=-0.2570$ bohr$^{-1}$ at $r_c$. The coefficients are large because a singular energy is not far away.

## Singular $A$, full-rank $M$

Suppose $A$ is singular at $E_*$ but $M$ still has rank $n$. Some $g_*\ne0$ satisfies $Ag_*=0$, so $(0,g_*)$ lies in the kernel of $M$. That kernel is one-dimensional, hence the solution has $a=0$. Setting $a=1$ asks for a solution that does not exist.

Away from $E_*$ the choice $a=1$ gives

$$g=\frac{\mathrm{adj}(A)\,Db}{\det A}.$$

At $E_*$, $A$ has rank $n-1$, because removing one column from $M$ lowers its rank by at most one. Its adjugate is then a nonzero multiple of $g_*y^T$, where $y^TA=0$. The number $y^TDb$ cannot vanish, or $y$ would be a left null vector of $M$. The numerator is therefore a nonzero multiple of $g_*$, and a simple zero of $\det A$ produces a simple pole in $g$.

In the model, a scan of $\det A$ from $-40$ to $20$ hartree finds one sign change, refined to $E_*=-0.7433$ hartree. The singular values of $M$ there are 1.455 and 0.675, so its rank is full. Around this energy:

| $E-E_*$ (hartree) | $g_1$ for $a=1$ | $u'/u$ (bohr$^{-1}$) |
|---:|---:|---:|
| $-0.001$ | $-5020$ | $-0.7816$ |
| $0$ | pole | $-0.7840$ |
| $+0.001$ | $+5016$ | $-0.7864$ |

Here $g_1$ is in hartree bohr$^{3/2}$. The product $(E-E_*)g_1$ is about 5.02 on both sides, as for a simple pole, while the logarithmic derivative passes smoothly.

The coefficient $a$ multiplies $r^{l+1}$, so at $E_*$ the leading term of $u$ at the origin disappears. In a purely local potential this would force $u=0$; here the projector source keeps the solution alive. From (4), for small $a$ and small $r$,

$$u\simeq r^{l+1}\left[a+\frac{r^2}{2l+3}\sum_ig_iq_i\right],$$

where the term of order $ar^2$ has been dropped. If $\sum_ig_iq_i\ne0$, there is a node at

$$r_{\rm node}^2\simeq-\frac{(2l+3)a}{\sum_ig_iq_i}$$

on the side of $E_*$ where the right side is positive. At $E_*-0.02$ hartree the integrated wave has a node at 0.0710 bohr, and this formula gives 0.0711 bohr. At $E_*+0.02$ hartree there is no node between 0 and 0.3 bohr. A node has left through the origin, so a level search that relies on the node count of a local potential can fail.

The value of $E_*$ depends on the starting convention. Replace $w_i$ by $w_i+c_iu_0$. The same $u$ is obtained with $a'=a-c^Tg$, while $W'=W+bc^T$ and $A'=A-Db\,c^T$. The determinant of a rank-one update gives

$$\det A'=\det A-c^T\mathrm{adj}(A)Db.$$

At $E_*$ this is nonzero whenever $c^Tg_*\ne0$. With $c=(0.5,0)$ hartree$^{-1}$ bohr$^{-3/2}$ the determinant becomes $-0.470$, and $u'/u$ remains $-0.7840$ bohr$^{-1}$. A fixed shift may create a singularity at another energy; the null vector of $M$ needs no such choice.

## Loss of rank in $M$

For regular $y,z$, two integrations by parts give Green's identity

$$\int_0^{r_c}[y(\hat h-E)z-z(\hat h-E)y]dr=-\tfrac12(yz'-zy')_{r_c}. \tag{5}$$

The potential terms cancel and the boundary term at the origin vanishes. Taking $y=u_0$ and $z=w_i$ gives

$$b_i=\tfrac12(u_0w_i'-w_iu_0')_{r_c}. \tag{6}$$

Let $M$ have rank $n-k$. Its $k$ independent left null vectors correspond to $k$ independent solutions of (1) that vanish beyond $r_c$.

**From null vector to confined state.** Let $y^TM=0$ with $y\ne0$, and put $z=Dy$. Since $D$ is symmetric, the two blocks of $M$ give

$$z^Tb=0,\qquad y=W^Tz.$$

The second relation shows that $z\ne0$. Let $w_z=\sum_iz_iw_i$. By (6) and $z^Tb=0$, the value and slope of $w_z$ at $r_c$ are proportional to those of $u_0$, which are not both zero. Some $\lambda$ therefore makes

$$\chi=w_z-\lambda u_0$$

vanish at $r_c$ together with its slope. No source acts beyond $r_c$, so $\chi$ vanishes there too.

It remains to show that the source of $\chi$ is the nonlocal one. Apply (5) to $w_j$ and $\chi$. The boundary term is zero, so

$$0=-\sum_iz_i\langle p_i|w_j\rangle+\langle p_j|\chi\rangle.$$

Thus $\langle p|\chi\rangle=W^Tz=y$ and $D\langle p|\chi\rangle=z$. This turns $(\hat h-E)\chi=-\sum_iz_ip_i$ into (1). Since $y\ne0$, $\chi$ is not zero.

**From confined state to null vector.** Given $\chi$, define $y=\langle p|\chi\rangle$ and $z=Dy$. Identity (5) with $u_0$ gives $z^Tb=0$, and with $w_j$ it gives $y=W^Tz$. These are the two blocks of $y^TM=0$. If $y$ were zero, $\chi$ would obey a homogeneous equation with zero value and slope at $r_c$, and would vanish. Both linear maps are injective, so the dimensions agree.

The kernel of $M$ has dimension $(n+1)-(n-k)=k+1$. Of the corresponding solutions, a $k$-dimensional subspace has zero exterior data. The pairs $(u,u')$ at $r_c$ therefore form a one-dimensional space, and $u'/u$ is unique, with infinity allowed when $u=0$. This proof requires symmetric $D$.

For one projector with $D\ne0$, rank loss needs both $b=0$ and $DW=1$. A singular $A$ alone does not suffice.

An example can be constructed at $E_0=0.5$ hartree with the same $V$ and $l=0$. Let $\chi\propto r(1-r^2/r_c^2)^5$ inside $r_c$, with unit norm, and zero outside. Choose $p_1=(E_0-\hat h)\chi$, and let $p_2$ be the first projector of the earlier model. With $v_i=\langle p_i|\chi\rangle$ and $D_{22}=1$ hartree, require $Dv=(1,0)^T$:

$$D_{12}=-\frac{D_{22}v_2}{v_1},\qquad D_{11}=\frac{1-D_{12}v_2}{v_1}.$$

The nonlocal term acting on $\chi$ is then $p_1$, which cancels $(\hat h-E_0)\chi=-p_1$. Quadrature gives $D_{11}=1.0345$ and $D_{12}=-0.6232$, as numbers in atomic units. The singular values of $M$ are 1.634 and $7\times10^{-10}$, so numerically $k=1$. Exterior data from the two kernel vectors are parallel to numerical accuracy and give $u'/u=-0.5150$ bohr$^{-1}$. The confined state has positive energy and no exterior tail.

Rank decisions need a threshold. The columns of $M$ carry different units, so its singular values depend on scaling. Fix the projector norms and column scales before choosing the threshold, and compare the small singular value with the integration error.

## Levels with an outer wall

For $u(R)=0$ with $R\ge r_c$, add the boundary condition as a row:

$$F(E)=\det\begin{pmatrix}u_0(R)&w(R)^T\\-Db&A\end{pmatrix}. \tag{7}$$

$F$ vanishes if and only if a nonzero $(a,g)$ satisfies both (3) and the wall condition. When $A$ is invertible, elimination of $g$ gives

$$F=\det A\,[u_0(R)+w(R)^TA^{-1}Db]=\det A\;u_{a=1}(R).$$

Thus $u_{a=1}(R)$ can change sign through a pole where $F\ne0$. With $R=10$ bohr, the first model has seven levels between $-6$ and $1.98$ hartree. The lowest three are $-1.0668$, $-0.4761$ and $-0.2014$ hartree. A scan of $u_{a=1}(R)$ in steps of 0.02 hartree shows eight sign changes. The extra one lies in the interval centred at $-0.749$ hartree, which contains $E_*$.

A confined state satisfies every such wall condition, so it is a zero of $F$ for every $R\ge r_c$. In the constructed example with $R=10$ bohr, $F$ is $3.1\times10^{-3}$ at $E_0-0.01$ hartree, $-3\times10^{-10}$ at $E_0$ and $-3.3\times10^{-3}$ at $E_0+0.01$ hartree. The exterior logarithmic derivative alone would miss this level. A sign search on $F$ would in turn miss a zero of even order, so small values of $|F|$ also deserve inspection.

For strongly bound levels and large $R$, all outward functions acquire the same growing exponential. It multiplies the whole first row of (7), so $F$ can overflow, and the decaying tail of $u$ assembled from (2) becomes a small difference of large terms. For a free atom, integrate a decaying function $f$ inward to $r_c$ and replace each first-row entry $y(R)$ by $(yf'-y'f)_{r_c}$. The new row states that $u$ joins $f$ in value and slope up to a factor.

## Kleinman–Bylander input

Let a semilocal correction $\delta V$, confined to $r<r_c$, have regular reference solutions $(\hat h+\delta V-\varepsilon_i)\phi_i=0$. Choose

$$p_i=\delta V\phi_i,\qquad B_{ij}=\langle\phi_i|\delta V|\phi_j\rangle,\qquad D=B^{-1}.$$

$B$ is symmetric and must be invertible. Since $\langle p_j|\phi_i\rangle=B_{ji}$, applying $D$ gives the $i$-th unit vector. The nonlocal term on $\phi_i$ is therefore $p_i=\delta V\phi_i$, and (1) holds at $\varepsilon_i$. If $\phi_i\simeq r^{l+1}$, the kernel of $M$ at $\varepsilon_i$ contains the vector with $a=1$ and $g$ equal to that unit vector. One reference gives the usual $D=1/\langle\phi|\delta V|\phi\rangle$.

Between references, agreement is approximate. For the same $V$, $l=0$, $\delta V=3(1-r^2/r_c^2)^3$ hartree and references at $-1$ and $0.5$ hartree, the midpoint $E=-0.25$ hartree gives $u'/u=61.1$ bohr$^{-1}$ for the separable form and $61.8$ bohr$^{-1}$ for the semilocal one. Both are large because $u$ is nearly zero at $r_c$. The inverse ratios, 0.01637 and 0.01618 bohr, differ by the same 1.2% of the semilocal value, but this is only 0.0002 bohr. Near such a point, compare the direction of $(u,u')$ instead of the quotient $u'/u$.

All numerical values are calculated from the stated model.
